Urbach Energy of a Glass from Frozen and Thermal Bond Disorder

**1. The decision**

Suppose the absorption tail of an oxide glass is known at room temperature and is needed at 1000 K. The calculation must decide what adds to what. If the Urbach energy follows the mean-square bond displacement, the frozen and thermal parts of the energy add directly. If it follows the root-mean-square (rms) displacement, they add in quadrature. For the example below, a tail of 55 meV at 300 K becomes 88 meV at 1000 K under the first rule and 70 meV under the second. With the same absorption prefactor, these differ by a factor of 4.4 in absorption 0.5 eV below the edge.

In both cases the displacements themselves add in quadrature. The difference lies in how the tail depends on them.

**2. Quantities and conventions**

Let u be the displacement of a bond coordinate from its ideal value, written as

u = s + t.

Here s is the offset of the equilibrium position at a given site, fixed when the glass was formed, and t is the thermal motion about that position. The origin is chosen so that the average of s over sites is zero. A uniform shift moves the edge but adds no disorder.

Let ε > 0 be the depth of the photon energy below the mean edge. The Urbach energy E_U is defined by

α(ε) = α₀ exp(−ε/E_U),

or, where the tail is not a pure exponential, by the local slope

1/E_U = −d ln α/dε.

The linear-disorder assumption is

E_U = A σ²,  σ² = variance of u,

with A independent of temperature. "Linear" refers to the mean-square displacement. Section 5 gives a ground for the assumption, and Section 6 a case where it fails.

**3. Why the displacements add in quadrature**

Write ⟨t⟩_s for the thermal mean of t at a site with offset s, v(s) for its thermal variance there, and an overbar for the average over sites. With μ(s) = ⟨t⟩_s,

mean of u at the site = s + μ(s),
mean of u² at the site = [s + μ(s)]² + v(s).

Average the second line over sites and subtract the square of the averaged first line:

σ² = Var[s + μ(s)] + v̄
  = Var(s) + 2 Cov[s, μ(s)] + Var[μ(s)] + v̄.

In a harmonic well the potential is symmetric about its minimum, so μ(s) = 0 at every site. The two middle terms vanish, leaving

σ² = σ_s² + σ_T²,  σ_s² = Var(s),  σ_T² = v̄.

Statistical independence of s and t is not needed. A strained bond may be softer than an unstrained one, so that v depends on s, and the sum still holds with the site-averaged v. What breaks it is a thermal mean shift that depends on s, which requires anharmonicity.

**4. The thermal variance**

For one mode of mass m and angular frequency ω,

t = √(ħ/2mω) (a + a†).

In the level with ν quanta, the terms aa and a†a† have no diagonal element, while aa† gives ν + 1 and a†a gives ν. Hence

⟨ν|t²|ν⟩ = (ħ/2mω)(2ν + 1).

The thermal mean of ν follows from a geometric series. With q = exp(−ħω/k_BT),

n = Σ ν q^ν / Σ q^ν = q/(1 − q) = 1/[exp(ħω/k_BT) − 1].

Then

2n + 1 = (1 + q)/(1 − q) = coth(ħω/2k_BT),

where the last step multiplies numerator and denominator by q^(−1/2). The thermal variance is therefore

σ_T² = (ħ/2mω) coth(ħω/2k_BT).

In a network, a bond coordinate contains many modes. Different harmonic modes are uncorrelated in thermal equilibrium, so the variance is a sum of such terms, weighted by the squared amplitude of each mode in the bond. The single mode used here is an effective one.

**5. A ground for the linear assumption**

Let a carrier at the band edge move in a potential proportional to the displacement, V_i = D u_i at site i. Take the nuclei as static during absorption, and let the frozen and thermal fields be Gaussian with the same spatial correlation C_ij, where C_ii = 1. By the argument of Section 3, applied to pairs of sites, their covariances add:

⟨V_i V_j⟩ = W² C_ij,  W² = D²(σ_s² + σ_T²).

The probability density of a potential is proportional to exp(−V·C⁻¹·V/2W²). For small W, the tail at depth ε is governed by the most probable potential whose lowest level lies at −ε. We therefore minimise ½V·C⁻¹·V at fixed lowest level E₀ = −ε.

If ρ_i is the normalised density of the bound state, first-order perturbation theory gives dE₀ = Σ ρ_i dV_i. With a Lagrange multiplier λ, the condition for a minimum is

C⁻¹V + λρ = 0,  so  V = −λCρ.

The minimum cost is

b(ε) = ½V·C⁻¹·V = ½λ² ρ·C·ρ,

and, to leading order in the exponent, the tail is exp[−b(ε)/W²]. Its slope follows from a small change of depth:

db = (C⁻¹V)·dV = −λ ρ·dV = −λ dE₀ = λ dε.

Thus b′(ε) = λ(ε), and the local slope energy is

E_U = W²/λ(ε) = [D²/λ(ε)] (σ_s² + σ_T²).

Temperature enters through the variance alone, because b contains no W. This gives linearity at fixed depth, with A = D²/λ. For one Urbach energy to describe a whole tail, λ must also be nearly constant over the measured range of ε. That is a further assumption about the material.

A small numerical case shows how well the leading exponent works. Take a ring of 40 sites with spacing 0.3 in units of the correlation length, correlation exp(−d²/2) at distance d, and energies in units of ħ² divided by the carrier mass times the squared correlation length. At depth 0.5, iterating the equations above gives λ = 1.104 and b = 0.334. Independently, 5000 random potentials were drawn around the optimal well at each of two widths W and diagonalized. Each was reweighted to restore its original probability.

The slope energy from these samples is 0.00885 at W = 0.100, where W²/λ is 0.00906. At W = 0.125 it is 0.01394, against 0.01415. The sampled values agree with the formula to about 2%, a difference too small to be read as systematic with this number of samples. Each sampled slope scatters by about 2% from one set of 5000 potentials to another. Between the two widths the variance grows by a factor of 1.56 and the slope energy by 1.57, with a sampling uncertainty of about 0.04. This supports linearity at fixed depth for this ring; it does not show that λ is constant in a real glass.

**6. A case where the linear rule fails**

Now neglect the kinetic energy needed to confine the carrier to a region, and let each region absorb with its own local gap. If the gap is lowered by g, with Gaussian rms spread W, and each region has a square-root edge, then

α(ε) ∝ ∫₀^∞ √v exp[−(ε + v)²/2W²] dv / W,  v = g − ε.

Deep in the tail, v² can be dropped beside 2εv in the exponent. The remaining integral scales as (W²/ε)^(3/2), so

ln α ≈ −ε²/2W² − (3/2) ln ε + terms independent of ε.

Differentiating and inverting,

E_U ≈ (W²/ε) / [1 + 3W²/(2ε²)].

The leading term, W²/ε, is linear in variance at fixed depth. But suppose the slope is read at a fixed absorption level, ln α = −L. To leading order ε = W√(2L), so

E_U ≈ W²/[W√(2L)] = W/√(2L).

The slope energy now follows the rms disorder. Since W² = D²(σ_s² + σ_T²), squaring gives

E_U² = (D²/2L)(σ_s² + σ_T²),

and it is the Urbach energies that add in quadrature.

Numerical integration with the full exponent shows both rules. When W rises from 0.2 to 0.3, in the energy unit of ε, the slope energy at fixed depth 2 rises by a factor of 2.21, close to 1.5² = 2.25. At the fixed level ln α = −20 it rises by 1.49, close to 1.5. The bracket in the expression for E_U accounts for the first difference at this precision: it is 1.015 at W = 0.2 and 1.034 at W = 0.3, which lowers 2.25 to 2.21.

The distinction disappears if the tail is a pure exponential over the whole measured range, because its slope is then the same at every depth. A curved logarithmic plot of α is therefore a warning: the method of reading the slope affects the temperature law.

**7. The temperature-dependent Urbach energy**

Under the linear assumption, Sections 3 and 4 give

E_U(T) = A[σ_s² + (ħ/2mω) coth(ħω/2k_BT)].

Define

θ = ħω/k_B,  E_s = Aσ_s²,  E_0 = Aħ/(2mω).

Then

E_U(T) = E_s + E_0 coth(θ/2T).

*Cold limit.* For T ≪ θ, coth y ≈ 1 + 2 exp(−2y) with y = θ/2T, so

E_U ≈ E_s + E_0 + 2E_0 exp(−θ/T).

The plateau contains both frozen disorder and zero-point motion. It is not a measure of frozen disorder alone.

*Hot limit.* For T ≫ θ, coth y ≈ 1/y + y/3, so

E_U ≈ E_s + 2E_0T/θ + E_0θ/(6T).

The coefficient of T is

2E_0/θ = 2 · [Aħ/(2mω)] · [k_B/(ħω)] = Ak_B/(mω²).

Planck's constant has cancelled, as equipartition requires. The limiting straight line extrapolates to E_s at T = 0, below the true plateau by E_0. Within this model, that gap is the zero-point part. A tangent drawn at a finite temperature T meets the axis higher than E_s, by about E_0θ/(3T), so it overestimates the frozen part.

*Equal parts.* The thermal part equals the frozen part when coth(θ/2T*) = E_s/E_0. Inverting both sides gives tanh(θ/2T*) = E_0/E_s, hence

T* = θ/[2 artanh(E_0/E_s)],  if E_s > E_0.

If E_s ≤ E_0, the thermal part, zero-point motion included, exceeds the frozen part at every T > 0.

A fit to E_U(T) can yield E_s, E_0 and θ, but the three are strongly correlated. For the example of Section 8, twelve evenly spaced points from 10 to 1000 K, each with a standard error of 1 meV, fix them only to about 3 meV, 3 meV and 90 K. With the twelve points spread from 300 to 1000 K instead, the errors grow to about 6 meV, 9 meV and 290 K, roughly two to three times larger. The fit does not yield A and σ_s separately unless the effective mass is known. With m known, A = 2mωE_0/ħ and then σ_s² = E_s/A.

**8. Worked example**

Take an oxygen-like mass of 16 u, a mode energy of 55 meV, a frozen rms displacement of 7 pm and A = 0.70 meV/pm². The mode energy gives θ = 638 K, and the mass and frequency give the stiffness mω² = 1.158 meV/pm².

The zero-point variance is

ħ/(2mω) = ħω/(2mω²) = 55/(2 × 1.158) = 23.75 pm².

The two energies are

E_s = 0.70 × 7² = 34.3 meV,
E_0 = 0.70 × 23.75 = 16.6 meV.

At 300 K, θ/2T = 1.064 and its hyperbolic cotangent is 1.270:

E_U = 34.3 + 16.6 × 1.270 = 55.4 meV.

At 1000 K, θ/2T = 0.319 and the cotangent is 3.24:

E_U = 34.3 + 16.6 × 3.24 ≈ 88 meV.

The displacements tell the same story:

- 10 K: thermal rms 4.87 pm, total rms 8.53 pm, E_U = 50.9 meV.
- 300 K: 5.49 pm, 8.90 pm, 55.4 meV.
- 600 K: 6.98 pm, 9.89 pm, 68.5 meV.
- 1000 K: 8.77 pm, 11.22 pm, 88 meV.

From 10 to 300 K the Urbach energy rises by only 4.5 meV, because the mode is still mostly in its ground state. The thermal part overtakes the frozen part at T* = 603 K. The limiting hot slope is 0.052 meV/K; the average slope between 300 and 1000 K is 0.047 meV/K, since the curve is still bending towards its straight line.

If E_U followed the rms displacement instead, with the same value at 300 K, then

E_U(1000 K) = 55.4 × 11.22/8.90 = 70 meV.

This is 21% below the linear result. This comparison gives both rules the same frozen displacement. A room-temperature value alone cannot decide between them, and even a wide range of temperature may not suffice if the frozen part is fitted freely. With almost no frozen disorder and a mode energy near 59 meV, the rms rule follows the linear curve of this example from 10 to 1000 K to within about 1 meV. Deciding therefore takes either data more accurate than that, read in the same way at each temperature, or independent information on the frozen displacement, the effective mass and the mode energy. With all three fixed at the values of this example, only the overall scale of the rms curve is free, and its largest deviation from the linear one cannot be brought below 9 meV. With the frozen displacement and the mass fixed but the mode energy free, the rms curve comes within about 2.5 meV by softening the mode to about 31 meV; twelve points with errors of 1 meV would still detect that. If the ratio of frozen to zero-point variance is left free, because either the frozen displacement or the mass is unknown, the deviation falls to about 1.3 meV even with the mode energy fixed at 55 meV.

**9. Quantum motion during absorption**

Section 5 treated thermal motion, including its zero-point part, as static disorder. To estimate the error, consider one electronic state of fixed shape coupled linearly to the mode. Excitation adds X = għω(a + a†) to the vibrational Hamiltonian H, where g is a dimensionless coupling. Let E be the transition energy measured from its mean, and consider the average of exp(−κE) over the absorption line. It equals

M = ⟨exp(κH) exp[−κ(H + X)]⟩.

Because X is linear in a and a†, its thermal fluctuations are Gaussian, and ln M is given by the second-order term:

ln M = ∫₀^κ (κ − τ)G(τ) dτ,
G(τ) = (għω)²[(n + 1)exp(−ħωτ) + n exp(ħωτ)].

The factor κ − τ counts pairs of imaginary times separated by τ. With x = κħω, the elementary integrals give

ln M = g²[(n + 1)(e^(−x) − 1 + x) + n(e^x − 1 − x)].

For static nuclei, G keeps its value at τ = 0, and the result is ½g²x²(2n + 1). The ratio is

F = [(n + 1)(e^(−x) − 1 + x) + n(e^x − 1 − x)] / [½x²(2n + 1)].

The weight exp(−κE) selects the part of the line where the logarithmic slope is κ. In an Urbach tail that slope is 1/E_U, so we take x = ħω/E_U and replace σ_T² by Fσ_T². This is an estimate: F compares values of ln M, whereas the slope of a fixed-shape state at fixed depth is set by d ln M/dκ, and a real tail state also changes shape with depth. Using the uncorrected E_U in x gives F = 0.72 at 10 K, 0.81 at 300 K and 0.97 at 1000 K. The Urbach energies become 46, 51 and 86 meV, which are 9%, 7% and 2% below the static values. At 10 K, where n ≈ 0 and x = 1.08, the ratio of the derivatives d ln M/dκ is (1 − e^(−x))/x = 0.61; using it in place of F would give 44 meV instead of 46 meV. The estimate with F understates the correction: for a fixed-shape state with Gaussian frozen disorder, the slope of the exact line at depths of 0.3 to 1 eV gives 44, 50 and 85 to 86 meV, which are 13 to 14%, 10% and 2 to 4% below the static values. Static nuclei are thus a better approximation at the hot end of this example.

**10. Anharmonic bonds and a spread of modes**

For anharmonicity, replace the harmonic well by

½k[x² − ax³ + (7/12)a²x⁴],  k = mω²,  a = 0.01 pm⁻¹,

and let frozen forces displace its minimum with the same 7 pm rms. Diagonalizing these wells on a grid and averaging over offsets and thermal states gives 56.9 meV at 300 K and 94 meV at 1000 K. These are 3% and 7% above the harmonic values at the same A. The calculation includes the thermal mean shift that Section 3 had to exclude.

For a spread of modes, let ħω be uniformly distributed from 35 to 75 meV. The average of the thermal variance then gives 57.8 meV at 300 K and 96 meV at 1000 K, the latter 9% above the single-mode result. The reason is visible in the hot limit, where the variance goes as 1/ω². The mean of 1/(ħω)² over this interval is 1/(35 × 75) meV⁻², which is 15% larger than 1/55² meV⁻². Soft modes gain more than stiff modes lose.

At 1000 K both effects raise E_U and quantum motion lowers it slightly. Each is smaller than the 18 meV gap between the two disorder rules.

**11. Comparison with vitreous silica**

The parameters are meant for the regime of vitreous silica, whose room-temperature Urbach energy is, roughly, some tens of meV. A was chosen to place the tail there, so that agreement is not a prediction. The 55 meV mode lies within the network vibrations, but silica also has stretching modes above 100 meV. The frozen 7 pm is an effective value and is low for an oxygen displacement: a spread of roughly 10° in the Si–O–Si angle, with bonds of about 160 pm, moves the oxygen by about 13 pm. With A unchanged, that would give a frozen part near 120 meV, so A and σ_s should not be read as separately measured properties. Real oxides also break the assumption of one fixed structure, since cooling rate, annealing and radiation can change the network. In this model a 10% increase in σ_s² adds 3.4 meV at every temperature. Extrapolating E_U to 1000 K therefore requires that the structure does not relax during use, that the tail has been shown to follow the linear rule, and that the frozen and thermal parts are known separately. With the same mode energy and the same value at 300 K, a frozen share of 50% or 80% at that temperature, instead of the 62% of the example, would give 98 or 73 meV at 1000 K. The absorption at a fixed photon energy also depends on how far the mean edge shifts with temperature, which this model does not supply.
